# Why mean electron temperature does not give mean ionization in pulsed argon: test program

```python
"""
Result under test: for a pulsed argon plasma with equal times at electron
temperatures T_HOT = 4 eV and T_COLD = 0.5 eV, the time average of
f(T) = exp(-E_ION/T) is about eleven times f(mean T), with E_ION = 15.76 eV.
The full rate coefficient K(T) = <sigma v> also carries a prefactor.
Temperatures and energies are in eV, other quantities in SI units inside
the program. A periodic density n obeys dn/dt = (gas density*K - loss)*n,
where loss = Bohm speed / effective loss length.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import exp1

E_ION = 15.76            # ionization energy of argon, eV
E_META = 11.55           # lowest metastable level of argon, eV
T_HOT, T_COLD = 4.0, 0.5
T_MEAN = 0.5 * (T_HOT + T_COLD)
PERIOD = 100e-6          # s
LOSS_LENGTH = 0.05       # m, rough typical value
GAS_TEMPERATURE = 300.0  # K
SLOPE = 1.5e-21          # m^2/eV, rough near-threshold slope for argon
ION_MASS = 39.948 * const.atomic_mass
RELAX_TIME = 5e-6        # s, rough heating and cooling time
TAIL_RATIO = 0.7         # tail temperature / bulk temperature

BOHR = const.physical_constants["Bohr radius"][0]
RYDBERG = const.physical_constants["Rydberg constant times hc in eV"][0]
THOMSON_SCALE = 4 * np.pi * BOHR**2 * RYDBERG**2   # m^2 eV^2 per electron
SPEED_1EV = np.sqrt(2 * const.e / const.m_e)       # speed at 1 eV, m/s


def factor(temperature, threshold=E_ION):
    return np.exp(-threshold / temperature)


def two_level_ratio(function, hot=T_HOT, cold=T_COLD):
    """Time average over equal times divided by the value at the mean."""
    return 0.5 * (function(hot) + function(cold)) / function(0.5 * (hot + cold))


# ---- rate coefficients: closed forms and the defining energy integral ----
def mean_speed(temperature):
    return np.sqrt(8 * const.e * temperature / (np.pi * const.m_e))


def rate_linear(temperature):
    return (SLOPE * mean_speed(temperature) * (E_ION + 2 * temperature)
            * factor(temperature))


def rate_thomson(temperature, threshold=E_ION):
    x = threshold / temperature
    return (THOMSON_SCALE * mean_speed(temperature) / temperature**2
            * (np.exp(-x) / x - exp1(x)))


def sigma_linear(energy):
    return SLOPE * (energy - E_ION)


def sigma_thomson(energy, threshold=E_ION):
    return THOMSON_SCALE / energy * (1 / threshold - 1 / energy)


def rate_by_quadrature(temperature, sigma, threshold=E_ION, tail=1.0):
    """<sigma v>; above E_META the distribution falls with tail*temperature."""
    def distribution(energy):
        return np.sqrt(energy) * np.exp(
            -min(energy, E_META) / temperature
            - max(energy - E_META, 0.0) / (tail * temperature))

    def integrate(function, low, high):
        return quad(function, low, high, epsabs=0, epsrel=1e-10, limit=300)[0]

    norm = (integrate(distribution, 0.0, E_META)
            + integrate(distribution, E_META, E_META + 60 * temperature))
    flux = integrate(
        lambda e: sigma(e) * SPEED_1EV * np.sqrt(e) * distribution(e),
        threshold, threshold + 60 * temperature)
    return flux / norm


META_THRESHOLD = E_ION - E_META
largest_rate_error = 0.0
for temp in (T_HOT, T_MEAN, T_COLD):
    pairs = [
        (rate_by_quadrature(temp, sigma_linear), rate_linear(temp)),
        (rate_by_quadrature(temp, sigma_thomson), rate_thomson(temp)),
        (rate_by_quadrature(temp, lambda e: sigma_thomson(e, META_THRESHOLD),
                            META_THRESHOLD),
         rate_thomson(temp, META_THRESHOLD)),
    ]
    for numerical, closed in pairs:
        largest_rate_error = max(largest_rate_error, abs(numerical / closed - 1))
assert largest_rate_error < 1e-6

# ---- the main ratio, and the formula for it ----
mean_factor = 0.5 * (factor(T_HOT) + factor(T_COLD))
ratio = 0.5 * np.exp(E_ION * (1 / T_MEAN - 1 / T_HOT)) * (
    1 + np.exp(-E_ION * (1 / T_COLD - 1 / T_HOT)))
assert abs(ratio - 11) < 0.5


def relaxing_wave(relax_time, points):
    """Periodic Te that relaxes towards T_HOT, then T_COLD; midpoint samples."""
    half = PERIOD / 2
    time = (np.arange(points) + 0.5) * half / points
    q = np.exp(-half / relax_time)
    offset = (T_HOT - T_COLD) * q / (1 + q)
    swing = T_HOT - T_COLD - offset
    decay = np.exp(-time / relax_time)
    return np.concatenate([T_HOT - swing * decay, T_COLD + swing * decay]), offset


def relaxing_ratio(relax_time, points):
    wave, _ = relaxing_wave(relax_time, points)
    return np.mean(factor(wave)) / factor(np.mean(wave))


# fast limit of the sampled waveform must give the square-wave formula
# (the remaining difference is first order in relaxation time / half period)
assert abs(relaxing_ratio(1e-8, 200000) / ratio - 1) < 1e-3

# periodic start value against direct integration from an arbitrary start
slow_time = 20e-6
current = 1.0
for _ in range(12):
    for target in (T_HOT, T_COLD):
        run = solve_ivp(lambda t, y, goal=target: (goal - y) / slow_time,
                        (0, PERIOD / 2), [current], rtol=1e-9, atol=1e-11)
        current = run.y[0, -1]
assert abs(current - (T_COLD + relaxing_wave(slow_time, 10)[1])) < 1e-6

relaxed_mean_te = np.mean(relaxing_wave(RELAX_TIME, 20000)[0])
assert abs(relaxed_mean_te - T_MEAN) < 1e-6
relaxed_ratio = relaxing_ratio(RELAX_TIME, 20000)
relaxed_shift = abs(relaxed_ratio - relaxing_ratio(RELAX_TIME, 10000))
assert relaxed_shift < 1e-4

# ---- curvature: convex below E_ION/2, concave above ----
for temp in (1.0, 2.25, 4.0, 7.0, 9.0, 15.0):
    step = 1e-3 * temp
    numerical = (factor(temp + step) - 2 * factor(temp)
                 + factor(temp - step)) / step**2
    closed = factor(temp) * E_ION * (E_ION - 2 * temp) / temp**4
    assert abs(numerical / closed - 1) < 1e-3
    assert (numerical > 0) == (temp < E_ION / 2)
HIGH_PAIR = (15.0, 9.0)
reversed_ratio = two_level_ratio(factor, *HIGH_PAIR)
assert reversed_ratio < 1

# ---- one temperature that reproduces the mean factor ----
effective_te = brentq(lambda t: factor(t) - mean_factor, 1.0, T_HOT, xtol=1e-12)
assert abs(effective_te - E_ION / (E_ION / T_HOT + np.log(2))) < 1e-6


# ---- particle balance over a period ----
def loss_frequency(temperature):
    return np.sqrt(const.e * temperature / ION_MASS) / LOSS_LENGTH


def periodic_balance(duty):
    """Gas density from the balance; density then integrated independently."""
    times = np.array([duty, 1 - duty]) * PERIOD
    temps = np.array([T_HOT, T_COLD])
    gas = np.sum(loss_frequency(temps) * times) / np.sum(rate_linear(temps) * times)
    state = [1.0, 0.0, 0.0]      # density, its integral, ionization integral
    peak = 1.0
    ionization_sum = 0.0
    for temp, span in zip(temps, times):
        ionization = gas * rate_by_quadrature(temp, sigma_linear)
        loss = loss_frequency(temp)
        run = solve_ivp(
            lambda t, y, a=ionization, b=loss: [(a - b) * y[0], y[0], a * y[0]],
            (0, span), state, rtol=1e-10, atol=1e-14)
        state = run.y[:, -1]
        peak = max(peak, state[0])
        ionization_sum += ionization * span
    return gas, state[0], peak, state[2] / state[1], ionization_sum / PERIOD


for duty in (0.5, 0.3):
    _, final, _, weighted, unweighted = periodic_balance(duty)
    assert abs(final - 1) < 1e-6
    assert abs(weighted / unweighted - 1) < 1e-6
gas_density, _, density_swing, weighted_rate, mean_rate = periodic_balance(0.5)
pressure_mtorr = gas_density * const.k * GAS_TEMPERATURE / const.torr * 1e3

steady_ionization = gas_density * rate_linear(T_MEAN)
steady_loss = loss_frequency(T_MEAN)
steady_run = solve_ivp(lambda t, y: (steady_ionization - steady_loss) * y,
                       (0, PERIOD), [1.0], rtol=1e-9, atol=1e-13)
steady_survival = steady_run.y[0, -1]
assert steady_survival < 0.5

# ---- sizes of neglected effects ----
ratio_linear = two_level_ratio(rate_linear)
ratio_thomson = two_level_ratio(rate_thomson)
ratio_tail = two_level_ratio(
    lambda t: rate_by_quadrature(t, sigma_linear, tail=TAIL_RATIO))
ratio_step_factor = two_level_ratio(lambda t: factor(t, META_THRESHOLD))
FRACTIONS = (1e-4, 1e-3)
ratios_with_meta = [
    two_level_ratio(lambda t, x=fraction: rate_linear(t)
                    + x * rate_thomson(t, META_THRESHOLD))
    for fraction in FRACTIONS]
assert ratio_linear > ratio and ratio_thomson > ratio
assert ratio_tail > ratio_linear
assert ratio_step_factor < 1.5
assert ratios_with_meta[1] < ratios_with_meta[0] < ratio_linear

# ---- printed numbers ----
print(f"ionization energy: {E_ION:.2f} eV")
print(f"hot, cold, mean Te: {T_HOT:.2f}, {T_COLD:.2f}, {T_MEAN:.2f} eV")
print(f"E/Te hot, cold, mean: {E_ION/T_HOT:.3f}, {E_ION/T_COLD:.3f}, "
      f"{E_ION/T_MEAN:.3f}")
print(f"factor at hot Te: {factor(T_HOT):.4e}")
print(f"factor at cold Te: {factor(T_COLD):.3e}")
print(f"cold/hot factor: {factor(T_COLD)/factor(T_HOT):.2e}")
print(f"time-averaged factor: {mean_factor:.4e}")
print(f"factor at mean Te: {factor(T_MEAN):.4e}")
print(f"RATIO, averaged factor / factor at mean Te: {ratio:.2f}")
print(f"Te that gives the averaged factor: {effective_te:.3f} eV")
print(f"curvature changes sign at Te: {E_ION/2:.2f} eV")
print(f"ratio for {HIGH_PAIR[1]:.0f} and {HIGH_PAIR[0]:.0f} eV: "
      f"{reversed_ratio:.3f}")
print(f"cross-section slope: {SLOPE*1e4:.2e} cm2/eV")
print(f"K at hot Te: {rate_linear(T_HOT)*1e6:.3e} cm3/s")
print(f"K at cold Te: {rate_linear(T_COLD)*1e6:.3e} cm3/s")
print(f"K at mean Te: {rate_linear(T_MEAN)*1e6:.3e} cm3/s")
print(f"largest relative error, K quadrature: {largest_rate_error:.1e}")
print(f"ratio for full K, linear cross section: {ratio_linear:.2f}")
print(f"ratio for full K, Thomson cross section: {ratio_thomson:.2f}")
print(f"period: {PERIOD*1e6:.0f} us")
print(f"loss length: {LOSS_LENGTH*100:.1f} cm")
print(f"gas temperature: {GAS_TEMPERATURE:.0f} K")
print(f"loss frequency, hot: {loss_frequency(T_HOT):.3e} 1/s")
print(f"loss frequency, cold: {loss_frequency(T_COLD):.3e} 1/s")
print(f"sustaining gas density: {gas_density*1e-6:.3e} cm-3")
print(f"sustaining pressure: {pressure_mtorr:.2f} mTorr")
print(f"time-averaged ionization frequency: {mean_rate:.3e} 1/s")
print(f"density-weighted ionization frequency: {weighted_rate:.3e} 1/s")
print(f"peak/minimum electron density: {density_swing:.2f}")
print(f"steady at mean Te, ionization frequency: {steady_ionization:.3e} 1/s")
print(f"steady at mean Te, loss frequency: {steady_loss:.3e} 1/s")
print(f"steady at mean Te, density left after a period: {steady_survival:.4f}")
print(f"heating and cooling time: {RELAX_TIME*1e6:.1f} us")
print(f"mean Te with finite switching: {relaxed_mean_te:.3f} eV")
print(f"factor ratio with finite switching: {relaxed_ratio:.2f}")
print(f"shift of that ratio on doubling time mesh: {relaxed_shift:.1e}")
print(f"tail starts at: {E_META:.2f} eV; tail/bulk Te: {TAIL_RATIO:.2f}")
print(f"full-K ratio with depleted tail: {ratio_tail:.2f}")
print(f"metastable ionization threshold: {META_THRESHOLD:.2f} eV")
print(f"factor ratio for metastable threshold: {ratio_step_factor:.3f}")
for fraction, value in zip(FRACTIONS, ratios_with_meta):
    print(f"full-K ratio, metastable fraction {fraction:.0e}: {value:.2f}")
print("finished without a failed check")
```

Printed output:

```
ionization energy: 15.76 eV
hot, cold, mean Te: 4.00, 0.50, 2.25 eV
E/Te hot, cold, mean: 3.940, 31.520, 7.004
factor at hot Te: 1.9448e-02
factor at cold Te: 2.047e-14
cold/hot factor: 1.05e-12
time-averaged factor: 9.7241e-03
factor at mean Te: 9.0784e-04
RATIO, averaged factor / factor at mean Te: 10.71
Te that gives the averaged factor: 3.402 eV
curvature changes sign at Te: 7.88 eV
ratio for 9 and 15 eV: 0.973
cross-section slope: 1.50e-17 cm2/eV
K at hot Te: 9.277e-10 cm3/s
K at cold Te: 2.435e-22 cm3/s
K at mean Te: 2.770e-11 cm3/s
largest relative error, K quadrature: 2.4e-15
ratio for full K, linear cross section: 16.75
ratio for full K, Thomson cross section: 12.50
period: 100 us
loss length: 5.0 cm
gas temperature: 300 K
loss frequency, hot: 6.216e+04 1/s
loss frequency, cold: 2.198e+04 1/s
sustaining gas density: 9.070e+13 cm-3
sustaining pressure: 2.82 mTorr
time-averaged ionization frequency: 4.207e+04 1/s
density-weighted ionization frequency: 4.207e+04 1/s
peak/minimum electron density: 3.00
steady at mean Te, ionization frequency: 2.512e+03 1/s
steady at mean Te, loss frequency: 4.662e+04 1/s
steady at mean Te, density left after a period: 0.0121
heating and cooling time: 5.0 us
mean Te with finite switching: 2.250 eV
factor ratio with finite switching: 8.81
shift of that ratio on doubling time mesh: 1.2e-07
tail starts at: 11.55 eV; tail/bulk Te: 0.70
full-K ratio with depleted tail: 23.74
metastable ionization threshold: 4.21 eV
factor ratio for metastable threshold: 1.134
full-K ratio, metastable fraction 1e-04: 15.19
full-K ratio, metastable fraction 1e-03: 8.56
finished without a failed check
```
